\section*{Kubo-Bastin Conductivity from Chebyshev Moments: Resolution and Random-Phase Error}

\section{Three numbers to fix before the run}

A real-space conductivity calculation needs a number of Chebyshev moments $M$, a number of random vectors $R$ and a matrix dimension $N$. $M$ sets the energy resolution, and $R$ and $N$ set the statistical error. The choices are coupled: in a metal, raising $M$ sharpens the energy but also raises the scatter of each vector, so $R$ cannot be chosen first and kept. This text derives the rules for the choice, first on two levels.

Electrons are independent, with charge $-e$. $H$ is the one-electron Hamiltonian, $\Omega$ the area, and $w=i[H,\mathbf r]$ is $\hbar$ times the velocity. On a periodic lattice, $w$ is built from each hopping element and its displacement.

\section{Two levels by hand}

\subsection{The response}

A field $\mathcal E$ along $b$ adds the energy $e\mathcal E x_b$, switched on as $e^{\eta t/\hbar}$. To first order the density matrix obeys $i\hbar\dot\rho_1=[H,\rho_1]+[e\mathcal E x_b,f(H)]$. Between eigenstates $n$ and $m$ this reads
\begin{equation}
i\eta\,\rho_{1,nm}=(E_n-E_m)\rho_{1,nm}+e\mathcal E\,x_{nm}(f_m-f_n).
\end{equation}
Since $w_{nm}=i(E_n-E_m)x_{nm}$, we put $x_{nm}=-iw_{nm}/(E_n-E_m)$. The current density $-(e/\hbar\Omega)\mathrm{Tr}(\rho_1w^a)$ then gives
\begin{equation}
\sigma_{ab}=\frac{ie^2}{\hbar\Omega}\sum_{nm}
\frac{(f_n-f_m)\,w^a_{mn}w^b_{nm}}{(E_n-E_m)(E_n-E_m-i\eta)} .
\label{pair}
\end{equation}

Take $H=\epsilon\sigma_z$, $w_x=u\sigma_x$, $w_y=u\sigma_y$, with the lower level filled. The gap allows $\eta=0$. With $n$ the lower level, $w^x_{mn}w^y_{nm}=iu^2$ and $f_n-f_m=1$. With $n$ the upper level both factors change sign. The two equal terms add to
\begin{equation}
\sigma_{xy}=\frac{ie^2}{\hbar\Omega}\,\frac{2iu^2}{(2\epsilon)^2}
=-\frac{e^2}{\hbar\Omega}\,\frac{u^2}{2\epsilon^2}.
\label{two}
\end{equation}

To avoid eigenstates, let $D(E)=\delta(E-H)$ and let $\mathcal R(E)$ be the principal value of $1/(E-H)$. Then $-1/(E_n-E_m)^2$ is the derivative $\mathcal R'$ for level $m$, taken at $E=E_n$. The sum becomes
\begin{equation}
\sigma^{\rm H}_{ab}=\frac{ie^2}{\hbar\Omega}\int dE\,f\,
\mathrm{Tr}\big[w_a\mathcal R'w_bD-w_aDw_b\mathcal R'\big].
\label{hall}
\end{equation}

\subsection{The series}

Choose $a$ so that the levels of $H/a$ lie inside $(-1,1)$, and write $x=E/a=\cos\theta$, $s=\sin\theta$. For one level $y=\cos\varphi$, $T_m(y)=\cos m\varphi$. An energy just above the real axis makes $e^{-im\theta}$ decay with $m$, so two geometric series can be summed:
\begin{align}
1+2\sum_{m\ge1}e^{-im\theta}\cos m\varphi
&=\frac{1-e^{-2i\theta}}{1-2e^{-i\theta}\cos\varphi+e^{-2i\theta}}
=\frac{is}{x-y}.
\end{align}
The last step multiplies numerator and denominator by $e^{i\theta}$. Division by $is$ gives $1/(x-y)$. Its imaginary part is $-\pi\delta(x-y)$, and therefore
\begin{align}
\delta(x-y)&=\frac{2}{\pi s}\sum_m\hat g_m\cos(m\theta)\,T_m(y),\label{delta}\\
\mathcal P\frac1{x-y}&=-2\sum_{m\ge1}\hat g_m\,U_{m-1}(x)\,T_m(y),\label{real}
\end{align}
where $U_{m-1}=\sin m\theta/\sin\theta$. Here $\hat g_0=\tfrac12$ and $\hat g_m=1$ otherwise. When the sum stops at $m=M-1$, each term is multiplied by a damping factor $g_m$, with $g_0=1$.

The Hamiltonian now enters through $\mu_{mn}=\mathrm{Tr}[w_aT_m(H/a)w_bT_n(H/a)]$. With $h=\epsilon/a$ and $T_m(-h)=(-1)^mT_m(h)$, the two levels give
\begin{equation}
\mu^{xy}_{mn}=iu^2\,T_m(h)T_n(h)\big[(-1)^m-(-1)^n\big].
\end{equation}

Take $M=3$ and the Fermi energy at zero. In \eqref{real} the derivatives of $U_0=1$ and $U_1=2x$ leave one nonzero coefficient, $-2U_1'=-4$ for $m=2$. It pairs with $n=1$, since $\mu_{20}=\mu_{22}=0$. The energy integral is
\begin{equation}
\int_{-1}^{0}dx\,(-4)\,\frac{2x}{\pi\sqrt{1-x^2}}=\frac8\pi .
\end{equation}
Because $\mu_{12}=-\mu_{21}$ and $\mu_{21}=2iu^2h(2h^2-1)$,
\begin{equation}
\sigma^{(3)}_{xy}=\frac{ie^2}{\hbar\Omega a^2}\,g_1g_2\,\frac8\pi(\mu_{21}-\mu_{12})
=-\frac{e^2u^2}{\hbar\Omega a^2}\,\frac{32}{\pi}\,g_1g_2\,h(2h^2-1).
\end{equation}
The value \eqref{two} is $-e^2u^2/(2\hbar\Omega a^2h^2)$. For positive damping factors, three moments give the wrong sign whenever $h<1/\sqrt2$. The algebra is sound, but the resolution is too coarse for the gap.

\subsection{The trace}

A random-phase vector has components $r_j=e^{i\phi_j}$ with independent uniform phases. Let $D$ have eigenvalues $d_1,d_2$ and take a basis in which $H\propto\sigma_x$. Then
\begin{equation}
r^\dagger Dr=d_1+d_2+(d_1-d_2)\cos(\phi_1-\phi_2).
\end{equation}
The mean is the trace and the variance is $(d_1-d_2)^2/2$. Near level 1, where $d_2$ is negligible, the relative deviation is $1/\sqrt2$ however high the peak. In the eigenbasis of $H$ the scatter would vanish: it depends on the basis in which the phases are drawn.

\section{The general formula}

For a large system the spectrum becomes continuous, and this limit is taken before $\eta\to0$. Let $z=E_n-E_m$. The numerator of \eqref{pair}, summed over all pairs with the same $z$, vanishes at $z=0$ because of the factor $f_n-f_m$. We write it as $zF(z)$ and take $F$ to be smooth, which in a metal requires some disorder. Replacing $z(z-i\eta)$ in \eqref{pair} by $(z-i\eta)^2$ then changes the sum by
\begin{equation}
\int F\Big[\frac{z}{(z-i\eta)^2}-\frac1{z-i\eta}\Big]dz
=\int\frac{i\eta F}{(z-i\eta)^2}dz=i\eta\int\frac{F'}{z-i\eta}dz .
\end{equation}
The last integral stays finite, so the change vanishes linearly in $\eta$. With $G^\pm=(E-H\pm i\eta)^{-1}$ and $dG^\pm/dE=-(G^\pm)^2$, the terms with $f_n$ and $f_m$ become the Kubo-Bastin formula
\begin{equation}
\sigma_{ab}=\frac{ie^2}{\hbar\Omega}\int dE\,f\,\mathrm{Tr}\Big[
w_a\frac{dG^+}{dE}w_bD-w_aDw_b\frac{dG^-}{dE}\Big].
\label{bastin}
\end{equation}

The series for $1/(x-y)$ gives $G^\pm=\mp(2i/as)\sum_m\hat g_me^{\mp im\theta}T_m$, where from here on $\hat g_m$ includes the damping. Since $d/dx=-s^{-1}d/d\theta$,
\begin{equation}
\frac{d}{dx}\frac{e^{\mp im\theta}}{s}=\frac{(x\pm ims)\,e^{\mp im\theta}}{s^3}.
\end{equation}
We insert this with $dE=a\,dx$. The prefactor $i(-2i)(2/\pi)=4/\pi$ appears in both terms, and the powers of $a$ leave $a^{-2}$:
\begin{align}
\sigma_{ab}&=\frac{4e^2}{\pi\hbar\Omega a^2}\int dx\,\frac{f}{(1-x^2)^2}
\sum_{mn}\hat g_m\hat g_n\mu_{mn}\Gamma_{mn},\label{gamma}\\
\Gamma_{mn}&=(x+ims)e^{-im\theta}T_n(x)+(x-ins)e^{in\theta}T_m(x).
\end{align}

Equation \eqref{gamma} needs care at $x=\pm1$, where the damped $D$ has a small tail that grows as $1/s$. To see the effect, insert $G^\pm=\mathcal R\mp i\pi D$ in \eqref{bastin}. The $\mathcal R'$ terms are $\sigma^{\rm H}$ of \eqref{hall}. The $D'$ terms combine, with $i(-i\pi)=\pi$, into a total derivative:
\begin{equation}
\sigma^{\rm S}_{ab}=\frac{\pi e^2}{\hbar\Omega}\int dE\,f\,\frac{d}{dE}\mathrm{Tr}[w_aDw_bD]
=\frac{\pi e^2}{\hbar\Omega}\,\mathrm{Tr}[w_aDw_bD]_{E_F}.
\label{surface}
\end{equation}
The second form holds at zero temperature; otherwise the trace is averaged with $-df/dE$. It is the Kubo-Greenwood result. The discarded term at the lower limit is zero for the true $D$, which vanishes outside the spectrum. For the damped $D$ it generally grows as $1/s^2$, so the symmetric part of \eqref{gamma} diverges if integrated to the edge. One cure is to cut the integral between the spectrum and $x=-1$. The cleaner cure is to use \eqref{surface} for the symmetric part and \eqref{hall} for the antisymmetric part. In \eqref{hall}, $\mathcal R'$ is a polynomial in $x$ and the $1/s$ of $D$ is cancelled by $dx=-s\,d\theta$.

\section{Resolution}

The Jackson factors are the autocorrelation of a half sine wave. With $q=\pi/(M+1)$,
\begin{equation}
g_m=\sum_{\nu=1}^{M-m}a_\nu a_{\nu+m},\qquad a_\nu=\sqrt{\tfrac{2}{M+1}}\,\sin(\nu q).
\end{equation}
Hence $1+2\sum_{m\ge1} g_m\cos m\phi=|\sum_\nu a_\nu e^{i\nu\phi}|^2\ge0$. The broadened delta function is half the sum of this expression at $\theta-\varphi$ and $\theta+\varphi$, divided by $\pi s$. It is therefore positive.

The sine wave obeys $a_{\nu-1}+a_{\nu+1}=2\cos q\,a_\nu$ and vanishes at $\nu=0$ and $M+1$. Multiplying by $a_\nu$ and summing gives $g_1=\cos q$. For $g_2$, write the product of sines as a difference of cosines:
\begin{equation}
g_2=\frac{1}{M+1}\Big[(M-2)\cos2q-\sum_{k=2}^{M-1}\cos2kq\Big]=\frac{M\cos2q+1}{M+1}.
\end{equation}
The sum from $k=0$ to $M$ vanishes, so the part shown equals $-1-2\cos2q$.

Broadening a level at $y$ gives $\langle T_m(x)\rangle=g_mT_m(y)$. With $x^2=(1+T_2)/2$,
\begin{align}
\langle(x-y)^2\rangle&=\tfrac12\big[1+g_2(2y^2-1)\big]-2g_1y^2+y^2\nonumber\\
&=\frac{M\sin^2q}{M+1}+y^2(1+g_2-2g_1).
\end{align}
For large $M$ the first term is $q^2$ and the bracket is $-q^2$. The standard deviation in energy is
\begin{equation}
\Delta E\simeq\frac{\pi a}{M}\sqrt{1-y^2},\qquad
\Delta E\simeq\frac{\pi a}{M^{3/2}}\ \text{at } |y|=1 .
\label{width}
\end{equation}
At the edge the terms of order $q^2$ cancel and $q^2/M$ remains. The value $\pi a/M$ thus belongs to the centre. Its $a$ is the scaling half-width, which exceeds the half-bandwidth, so a generous $a$ wastes resolution. The $M^2$ double moments do not improve it, since each Green function has $M$ terms. For $M=3$ the central width is $\sqrt{3/8}\,a\simeq0.61\,a$, comparable with the level energy $a/\sqrt2$ below which the calculation by hand gave the wrong sign.

Resolution affects the two parts differently. In a gap, \eqref{hall} averages the smooth function $1/(E-E')^2$. The shift of the kernel mean, $(g_1-1)y$, and its variance are both of order $M^{-2}$, and so is the leading error when kernel tails across the Fermi energy are negligible.

In a clean metal, $w$ has elements diagonal in the band states, and \eqref{surface} contains the sum of $w_{nn}^2D_n^2$. A peak of unit area and width $\Delta E$ has a squared area proportional to $1/\Delta E$. The result grows as $M$: the kernel acts as an artificial lifetime. Disorder spreads the velocity matrix elements over a range of energy differences, and growth ends once $\Delta E$ is well below that range. In a finite sample $\Delta E$ must also stay above the level spacing, or separate levels appear instead of the bulk response. The mean spacing is a necessary test but not a sufficient one: in a clean or weakly disordered lattice of side $L$ the levels cluster on the momentum grid, and the relevant step is the band slope times $2\pi/L$.

\section{Random-phase error}

Write the symmetric part as $\sigma=\mathrm{Tr}A$. The real part of $r^\dagger Ar$ is $r^\dagger Br$ with $B=(A+A^\dagger)/2$, and
\begin{equation}
r^\dagger Br-\mathrm{Tr}B=\sum_{i\ne j}B_{ij}e^{i(\phi_j-\phi_i)} .
\end{equation}
In the mean square, the phase of the pair $(i,j)$ is cancelled by that of $(j,i)$ alone. For $R$ independent vectors
\begin{equation}
\mathrm{Var}=\frac1R\sum_{i\ne j}|B_{ij}|^2\le\frac1R\mathrm{Tr}A^\dagger A .
\label{var}
\end{equation}

For $\sigma_{xx}$, $A=c\,wDwD$ with $w=w_x$ and $c=\pi e^2/\hbar\Omega$. Let $\|\cdot\|$ be the largest absolute eigenvalue. As $D$ is positive, $\mathrm{Tr}[D^2X]\le\|D\|\mathrm{Tr}[DX]$ for any positive $X$. Using this twice,
\begin{align}
\mathrm{Tr}A^\dagger A&=c^2\,\mathrm{Tr}[DwDw^2DwD]
\le c^2\|w\|^2\,\mathrm{Tr}[D^2wD^2w]\nonumber\\
&\le c^2\|w\|^2\|D\|^2\,\mathrm{Tr}[DwDw]=c\,\|w\|^2\|D\|^2\sigma_{xx}.
\end{align}
The relative error is therefore at most $\|w\|\,\|D\|\sqrt{c/(R\sigma_{xx})}$. The kernel height $\|D\|$ grows as $M$, and $c$ falls as $1/N$. At fixed conductivity the bound scales as $M/\sqrt{RN}$. For the density of states, $\mathrm{Tr}D^2\le\|D\|\mathrm{Tr}D$ gives the milder bound $\sqrt{M/(RN)}$.

\section{The algorithm}

\begin{enumerate}
\item Choose $a$ above a strict bound on $|E|$. Choose $M$ from \eqref{width}.
\item For each $r$, build $L_m=T_m(H/a)w_ar$ and $Q_n=w_bT_n(H/a)r$ with the recursion $T_{m+1}=2(H/a)T_m-T_{m-1}$.
\item Average $L_m^\dagger Q_n$ over the vectors. This estimates $\mu_{mn}$.
\item Apply $\hat g_m\hat g_n$, then evaluate \eqref{surface} and \eqref{hall} for each Fermi energy.
\end{enumerate}
Each vector costs about $2M$ products with $H$, $M$ products with $w_b$, and $M^2N$ multiplications for the overlaps. Storing both sets takes $2MN$ numbers. If $\sigma^{\rm S}$ is wanted at one energy, the sums over $m$ and $n$ can be done first, because $r^\dagger w_aDw_bDr$ is the overlap of $Dw_ar$ with $w_bDr$. The $M^2$ cost then disappears. For many energies, a fast cosine transform of the two stored sets does these sums together, at a cost per vector that grows as $NM\log M$. Since $\sin^2\theta\,\sigma^{\rm S}$ is a cosine polynomial of degree $2M-2$, its averaged values at $2M-1$ equally spaced angles inside $(0,\pi)$ fix $\sigma^{\rm S}$ at every Fermi energy. Double moments keep more freedom: once they are averaged, the damping factors can still be changed, or $M$ lowered, without the vectors being kept.

\section{A disordered Chern insulator}

The two-orbital Qi-Wu-Zhang model, with energy unit $t$ and unit lattice constant, is
\begin{equation}
H(\mathbf k)=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(-1+\cos k_x+\cos k_y)\,\sigma_z .
\end{equation}
Squaring gives $E^2=1+2(1-\cos k_x)(1-\cos k_y)$, so $1\le|E|\le3$. Each site of a periodic $20\times20$ lattice receives a random energy, uniform in $\pm0.75\,t$ and equal on both orbitals. Then $|E|\le3.75\,t$ and $a=4\,t$ is safe. The dimension is $N=2\times20^2=800$, small enough to diagonalize, so moments and variances can be found without sampling. Unless stated otherwise, values with disorder refer to one sample. The temperature is zero throughout.

For $M=128$ the rule gives $\pi a/M=0.098\,t$. The kernel width is $0.097\,t$ at $E=0$ and $0.084\,t$ at $E=2\,t$. The levels lie between $0.578\,t$ and $3.238\,t$ in absolute value. Their mean spacing inside these two windows is at most $2(3.238-0.578)t/800=0.007\,t$, well below the kernel width. This alone does not make the sample bulk-like. The clean $20\times20$ lattice has mean spacing $0.005\,t$ but momentum-grid steps of up to about $0.3\,t$, and its $\sigma_{xx}$ at $E=2\,t$ and $M=128$ is $7.76\,e^2/h$, $16\%$ below the bulk value given below.

\paragraph{Hall conductivity in the gap.} In momentum space $w_a=\partial H/\partial k_a$, so that $w^a_{mn}=(E_n-E_m)\langle u_m|\partial_a u_n\rangle$ for $m\ne n$. With the lower band $u$ filled, \eqref{pair} becomes
\begin{equation}
\sigma_{xy}=\frac{e^2}{h}\,\frac1{2\pi}\int d^2k\;2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle .
\end{equation}
Over a small plaquette the integral is the phase of the product of overlaps $\langle u|u'\rangle$ between successive corners, taken counterclockwise. Berry phases of the lower band around the plaquettes of a $24\times24$ momentum grid give $-1\,e^2/h$ without disorder. The moment formula on a clean $16\times16$ lattice gives $-1.050$ for $M=64$ and $-1.013$ for $M=128$. The deviation falls by a factor $3.9$, close to the $4$ expected from $M^{-2}$. The disordered sample gives $-1.014\,e^2/h$, or $-39.3\,\mu$S, while its $\sigma_{xx}$ at $E=0$ is below $10^{-6}\,e^2/h$.

\paragraph{Metal at $E_F=2\,t$.} For the clean band, \eqref{surface} was summed over $300\times300$ momenta with the band velocity alone. It gives $4.64\,e^2/h$ for $M=64$ and $9.24\,e^2/h$ for $M=128$, a doubling that comes from the kernel. The slope in $M$ is proportional to the sum of squared band velocities at $E_F$, which belongs to the material, and to $1/\sqrt{a^2-E_F^2}$, which comes from the kernel width \eqref{width}. The disordered sample gives $1.59$, $2.26$ and $2.77\,e^2/h$ for $M=32$, $64$ and $128$. The last doubling adds $23\%$. Disorder has weakened the growth, but these three values show no plateau. The numbers depend on the pattern: over seven patterns on this lattice the value at $M=128$ ranges from $2.56$ to $3.35\,e^2/h$ and the last doubling adds between $19\%$ and $31\%$. A $100\times100$ lattice with eight vectors gives $2.62\pm0.07\,e^2/h$ and about $19\%$. Thus $2.77\,e^2/h$ ($107\,\mu$S) is a value for this sample at this resolution and cannot be taken as a converged conductivity. Replacing the kernel by a Gaussian of width \eqref{width} gives $2.74\,e^2/h$, which is $1\%$ less in this sample. In a clean metal, where the squared area of the kernel enters directly, the same replacement lowers the result by about $5\%$ at $M=128$.

This sample also has $\sigma_{xy}=-0.183\,e^2/h$, of which $-0.064$ is the Hall part and $-0.119$ the symmetric part. The clean model has a fourfold rotation symmetry, combined with a rotation of the orbitals, which forbids a symmetric $\sigma_{xy}$. One disorder pattern breaks it; the average over patterns would restore it.

\paragraph{Scatter.} From \eqref{var}, the relative deviation of $\sigma_{xx}$ for one vector is $0.14$, $0.22$ and $0.37$ for $M=32$, $64$ and $128$. The bound at $M=128$ is $0.64$. Fourfold $M$ raises the deviation by $2.7$. The bound rises by $4\sqrt{1.59/2.77}=3.0$, less than $4$ because $\sigma_{xx}$ itself grows. For the density of states the deviation rises by $2.4$, more than the $\sqrt4$ of its bound; a bound limits the value, not its rate of growth.

At $M=128$ one vector has a deviation of $1.014\,e^2/h$, so means of $16$ vectors should scatter by $1.014/4=0.254\,e^2/h$. Sampling $3200$ vectors in groups of $16$ gave $0.25\,e^2/h$, a value that $200$ groups fix only to about $5\%$. Halving the lattice side to $10$, with an average over eight samples, raised the relative error by $1.9$, near the factor $2$ expected from $1/\sqrt N$.

An error of $1\%$ in $\sigma_{xx}$ thus needs $(0.3667/0.01)^2\simeq1350$ vectors on this small lattice. The Hall value in the gap scatters by $0.049\,e^2/h$ per vector and needs $24$. Neither count should be adopted blindly. In the metal, $16$ vectors leave $0.37/4\simeq9\%$, already below the $23\%$ change from the last doubling of $M$. A thousand vectors would only refine the trace for one disorder pattern at one resolution. The change with $M$ and the scatter between patterns should be checked first. In the gap the clean Hall value is off by $1.3\%$ at $M=128$, so statistics much finer than $1\%$ would only resolve the kernel error.
